# The five-halves area law for collisional rf sheaths and self-bias

## 1. The situation

A plasma reactor has a powered electrode of area $A_a$ and a larger grounded electrode of area $A_b$. The powered electrode is fed through a blocking capacitor. The same rf current crosses both sheaths, so the current density is higher at the smaller electrode, and so is the sheath voltage. The difference between the two mean sheath voltages appears as a negative dc self-bias on the powered electrode. It helps to set the energy of the ions striking a wafer there. How strongly does it depend on the area ratio when ions collide many times in crossing the sheath?

Within the model below, the mean sheath voltages obey

$$\frac{V_a}{V_b}=\left(\frac{A_b}{A_a}\right)^{5/2}. \tag{1}$$

This compares two electrodes in one discharge. It does not say how a voltage changes when an electrode is replaced at fixed generator voltage or power.

The assumptions are:

- The current is $I\sin\omega t$, common to both sheaths, and is carried inside them mainly as displacement current.
- The ion mean free path $\lambda$ is independent of ion speed, equal in both sheaths and much shorter than either sheath width.
- The edge density $n_s$ and ion edge speed $u_s$ are equal, so both sheaths carry the ion current density $J_i=en_su_s$.
- Ions respond only to the time-averaged field. Electrons have a sharp moving edge.
- No net dc current flows to either electrode, and both sheath voltages greatly exceed the electron temperature $T_e$, expressed in volts.

## 2. Ion drift at constant mean free path

After charge exchange with a cold atom, the new ion starts nearly at rest. In a uniform field $E$ it covers a distance $x$ in the time $t=(2Mx/eE)^{1/2}$, where $M$ is the ion mass. Free paths have the distribution $e^{-x/\lambda}/\lambda$, with mean $\lambda$, and

$$\langle\sqrt{x}\rangle=\frac1\lambda\int_0^\infty\sqrt{x}\,e^{-x/\lambda}dx=\frac{\sqrt{\pi\lambda}}{2}.$$

The mean flight time is therefore $(\pi M\lambda/2eE)^{1/2}$. The drift speed is mean distance divided by mean time:

$$u=\left(\frac{2e\lambda E}{\pi M}\right)^{1/2}. \tag{2}$$

Because $\lambda\ll s$, where $s$ is the full sheath width, (2) may be applied locally with the mean field $\bar E(x)$.

## 3. Field in the oscillating sheath

Let $x=0$ be the plasma edge and $x=s$ the electrode. Electrons fill the region from $0$ to a moving edge $s_e(t)$; beyond it there are only ions. Write $J=I/A$ and $\theta=\omega t$, and choose the sign of the current so that the electron edge moves toward the electrode for $0<\theta<\pi$:

$$en(s_e)\frac{ds_e}{dt}=J\sin\omega t. \tag{3}$$

The edge is at $x=0$ when $\theta=0$ and reaches the electrode when $\theta=\pi$. This collapse once per cycle lets electrons escape and balance the ion current, as the blocking capacitor requires.

Label each position $x$ by the phase $\varphi$, between $0$ and $\pi$, at which the electron edge passes it. Integrating (3) gives the ion charge between $s_e(t)$ and $x$. Gauss's law, with zero field at the electron edge, then gives

$$E(x,t)=\frac{e}{\varepsilon_0}\int_{s_e}^{x}n\,dx'=E_0(\cos\theta-\cos\varphi),\qquad E_0=\frac{J}{\omega\varepsilon_0}, \tag{4}$$

for $|\theta|<\varphi$. For the rest of the period electrons cover $x$, and the field there is taken as zero. The average is

$$\bar E=\frac{E_0}{2\pi}\int_{-\varphi}^{\varphi}(\cos\theta-\cos\varphi)\,d\theta=\frac{E_0}{\pi}h(\varphi),\qquad h=\sin\varphi-\varphi\cos\varphi. \tag{5}$$

At the electrode $h(\pi)=\pi$, so $\bar E=E_0$ there.

## 4. Width and mean voltage

Ion continuity gives $n=J_i/(eu)$. From (3), $en\,dx=(J/\omega)\sin\varphi\,d\varphi$, so

$$\frac{dx}{d\varphi}=\frac{J}{\omega J_i}\,u\sin\varphi=\frac{\varepsilon_0E_0}{\pi J_i}\left(\frac{2e\lambda E_0}{M}\right)^{1/2}h^{1/2}\sin\varphi. \tag{6}$$

The last form uses $J/\omega=\varepsilon_0E_0$ and puts (5) into (2). Integrating from $0$ to $\pi$,

$$s=\frac{S}{\pi}\frac{\varepsilon_0}{J_i}\left(\frac{2e\lambda}{M}\right)^{1/2}E_0^{3/2},\qquad S=\int_0^\pi h^{1/2}\sin\varphi\,d\varphi=1.949. \tag{7}$$

Comparing (6) with (7) shows that $dx/d\varphi=(s/S)h^{1/2}\sin\varphi$. The mean voltage, counted positive from electrode to plasma, is

$$V=\int_0^s\bar E\,dx=\frac{P}{\pi S}E_0s,\qquad P=\int_0^\pi h^{3/2}\sin\varphi\,d\varphi=3.153. \tag{8}$$

The drift speed (2) vanishes at $x=0$, so the model density diverges there. The divergence is integrable: (6) gives a finite width and finite charge. It does mean that $n_s$ enters only through $J_i$. Section 8 estimates the effect of a finite entry speed.

## 5. The two laws and their combination

Equation (8) gives $E_0=(\pi S/P)V/s$. Substituting this in (7) and solving for $J_i$ yields the collisional sheath law:

$$J_i=K\varepsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{\lambda^{1/2}V^{3/2}}{s^{5/2}},\qquad K=\frac S\pi\left(\frac{\pi S}{P}\right)^{3/2}=1.678. \tag{9}$$

Since $I=AJ=A\omega\varepsilon_0E_0$, the same expression for $E_0$ gives displacement-current continuity:

$$I=\frac{\pi S}{P}\,\omega\varepsilon_0\frac{AV}{s},\qquad \frac{\pi S}{P}=1.942. \tag{10}$$

A mean voltage may appear in this rf relation because every sheath in the model has the same voltage waveform apart from scale.

With equal $J_i$, $\lambda$ and $M$, (9) requires $V_a^{3/2}/s_a^{5/2}=V_b^{3/2}/s_b^{5/2}$, hence

$$\frac{s_a}{s_b}=\left(\frac{V_a}{V_b}\right)^{3/5}.$$

Equal current in (10) requires $A_aV_a/s_a=A_bV_b/s_b$. Eliminating the widths,

$$\frac{A_a}{A_b}\left(\frac{V_a}{V_b}\right)^{1-3/5}=1.$$

Raising this to the power $5/2$ gives (1). Physically, a higher voltage widens the sheath and lowers its capacitance, so the voltage must rise faster than the current density.

If the edges or mean free paths differ, (7) and (8) give $V\propto\lambda^{1/2}J^{5/2}/J_i$ at fixed frequency and ion mass. Then

$$\frac{V_a}{V_b}=\left(\frac{A_b}{A_a}\right)^{5/2}\frac{J_{ib}}{J_{ia}}\left(\frac{\lambda_a}{\lambda_b}\right)^{1/2}. \tag{11}$$

## 6. Rf voltage and self-bias

For the instantaneous voltage, integrate (4) over the part of the sheath free of electrons:

$$V(\theta)=\frac{E_0s}{S}\int_{|\theta|}^{\pi}(\cos\theta-\cos\varphi)h^{1/2}\sin\varphi\,d\varphi.$$

This is even in $\theta$, so its fundamental is a cosine of amplitude $V_1=(2/\pi)\int_0^\pi V(\theta)\cos\theta\,d\theta$. On exchanging the order of integration, the inner integral is

$$\int_0^\varphi(\cos^2\theta-\cos\varphi\cos\theta)\,d\theta=\tfrac12(\varphi-\sin\varphi\cos\varphi).$$

Therefore

$$V_1=\frac{R}{\pi S}E_0s,\qquad R=\int_0^\pi h^{1/2}\sin\varphi\,(\varphi-\sin\varphi\cos\varphi)\,d\varphi=4.033. \tag{12}$$

Thus $V/V_1=P/R=0.782$ in either sheath, and the rf amplitudes also obey (1).

Let the mean plasma potential be $\Phi_p$. The electrodes sit at $\Phi_p-V_a$ and $\Phi_p-V_b$, so the dc potential of the powered electrode relative to ground is

$$V_{\rm dc}=V_b-V_a. \tag{13}$$

The current enters one sheath as it leaves the other, so their oscillations are half a period apart. The fundamental voltage between the electrodes, neglecting the bulk, therefore has amplitude $V_{1a}+V_{1b}$. With $r=V_a/V_b$,

$$\frac{V_{\rm dc}}{V_{1a}+V_{1b}}=-\frac PR\,\frac{r-1}{r+1}. \tag{14}$$

This gives the bias from the area ratio and the fundamental rf amplitude, provided the current is sinusoidal. A generator that imposes a sinusoidal voltage instead will generally drive current harmonics, which this model omits. With unequal areas, a dc connection between the electrodes would force equal mean voltages and violate the assumption of zero net dc current to each electrode.

## 7. The collisionless limit

The exponent depends on ion transport. Without collisions, $Mu\,du/dx=e\bar E$. The first form of (6) still holds, since it uses only continuity. Combining the two,

$$M\frac{du}{d\varphi}=\frac{e\bar E}{u}\frac{dx}{d\varphi}=\frac{eE_0}{\pi}\frac{J}{\omega J_i}h\sin\varphi.$$

For negligible entry speed and fixed $J_i$ and $\omega$, this gives $u\propto E_0J\propto J^2$. Then (6) gives $s\propto Ju\propto J^3$, and $V\propto E_0s\propto J^4$. The area exponent becomes 4.

A momentum equation that joins the two limits is

$$Mu\frac{du}{dx}=e\bar E-\frac{\pi Mu^2}{2\lambda}. \tag{15}$$

Its friction term is chosen to reproduce (2) in a uniform field, so between the limits it is an estimate. It was tested with the current densities of Section 8 and an entry speed of 1 m/s. For $\lambda=10^{-7}$ m the exponent was 2.500; for $\lambda=10^3$ m, used purely as a mathematical limit, it was 4.000.

## 8. Example: argon at 100 mTorr

Take argon at 300 K, driven at 13.56 MHz with a current amplitude of 2.2 A. The areas are 200 and 300 cm². Rough typical values are $T_e=3$ eV, an edge density of $5\times10^9$ cm⁻³ and an ion collision cross-section of $10^{-14}$ cm². The gas density is $3.219\times10^{15}$ cm⁻³, so

$$\lambda=\frac{1}{(3.219\times10^{15})(10^{-14})}\ \text{cm}=0.311\ \text{mm}.$$

With the Bohm speed $u_s=(eT_e/M)^{1/2}=2.69$ km/s, $J_i=0.2156$ mA/cm². The rf current densities are 11.00 and 7.33 mA/cm², giving $E_0=1.458$ and $0.972$ kV/cm.

For hand calculation, let $u_w$ be the drift speed (2) at the electrode, where $\bar E=E_0$. Equation (7) becomes $s=(S/\sqrt\pi)(J/J_i)u_w/\omega$. With $u_w=8.35$ and $6.81$ km/s,

$$s_a=\frac{1.949}{\sqrt\pi}\,\frac{11.00}{0.2156}\,\frac{8.35\times10^{3}}{2\pi(13.56\times10^6)}\ \text{m}=5.5\ \text{mm},$$

and likewise $s_b=3.0$ mm. Equation (8) then gives

$$V_a=\frac{1458\times0.5494}{1.9417}\ \text{V}=413\ \text{V},\qquad V_b=\frac{972\times0.2990}{1.9417}\ \text{V}=150\ \text{V},$$

with fields in V/cm and widths in cm. The ratio is 2.76, equal to $1.5^{5/2}$, and the self-bias is $-263$ V. The fundamental amplitudes are 528 and 192 V, or 719 V in total before rounding, so the bias is 0.37 of the fundamental rf amplitude, as (14) predicts.

Two tests support the derivation. One million random free paths in the field $V_a/s_a$ gave a drift speed of 5.982 km/s, against 5.989 km/s from (2). A separate solution sampled the field at 720 instants per period without using $S$, $P$ or $R$. For areas of 100, 200, 300 and 600 cm² at 2.2 A, it gave an exponent of 2.5000 for both mean and fundamental voltages. The second test checks the mathematics; it shares the physical assumptions.

**Ion motion.** The widths are 17.7 and 9.6 mean free paths, so the collisional limit is reasonable but not extreme. The cross-section used here is a rough momentum-transfer value. Equation (2) assumes charge exchange, whose cross-section in argon is only about 4 to $5\times10^{-15}$ cm², so the example understates $\lambda$ and the voltages, and half the value used is closer to real argon. Halving the cross-section would double $\lambda$, raise both voltages by a factor of about $\sqrt2$ and reduce the widths to about 12.5 and 6.8 mean free paths. For a constant cross-section the voltage ratio would not change. A cross-section that falls slowly with ion energy $\varepsilon$, roughly as $\varepsilon^{-0.1}$ in argon, makes $u\propto E^{0.5/0.9}$ and raises the exponent to about 2.56. Preventing the drift speed from falling below $u_s$ changes the voltages to 413.6 and 150.7 V, and the exponent inferred from the voltage ratio to 2.49. Using (15) with the same lower bound gives 407 and 147 V, an exponent of 2.52 and a bias of about $-260$ V. Inertia lowers the voltage because an accelerating ion has $du/dx>0$, so (15) puts its speed below the local drift value. The density is then higher and the sheath narrower.

**Electron loss.** A residual voltage remains when the sheath collapses. For a steady floating wall, equating electron and ion fluxes gives

$$n_s\left(\frac{eT_e}{2\pi m}\right)^{1/2}e^{-V_f/T_e}=n_s\left(\frac{eT_e}{M}\right)^{1/2},\qquad V_f=\frac{T_e}{2}\ln\frac{M}{2\pi m}=14\ \text{V},$$

where $m$ is the electron mass. In an rf sheath the period average of $e^{-V(t)/T_e}$ must equal $e^{-V_f/T_e}$, so the minimum voltage cannot exceed $V_f$. Adding the full 14 V to both means, as an upper estimate, lowers the inferred exponent to 2.36 and leaves their difference unchanged. The actual residual voltages are smaller and need not be equal, so the bias may shift slightly.

**Other approximations.** The ion current is 2.0% and 2.9% of the rf current amplitude at the two electrodes. The electrons that balance it arrive in a short pulse at collapse, whose peak is roughly 15 to 20% of the rf amplitude, so near collapse the current is not purely displacement current. The ion plasma frequency at the edge is 0.17 of the drive frequency, so the ion density should follow the rf cycle only weakly. The use of the mean field in (2) is less secure. Near the electrodes an ion flies freely for only about 40 to 50 ns between collisions, against an rf period of 74 ns, so it does not average over a full cycle. A local estimate with the oscillating field lowers the two mean voltages by about 8% and 6%, and the exponent by about 0.05. The edge Debye length is 0.18 mm, about 6% of the narrower sheath, so the electron edge is not perfectly sharp. It is also comparable with $\lambda$, so the collisionless Bohm speed is only a nominal edge speed. If the true speed were 20% lower at both edges, with density and current fixed, both voltages would rise by 25% and their ratio would not change.

For a bulk 4 cm long, electron momentum balance gives a voltage amplitude $Jm(\nu^2+\omega^2)^{1/2}L/(e^2n)$, where $L$ is the length and $\nu$ the electron collision frequency. A rough collision coefficient of $10^{-7}$ cm³/s, with $J=J_a$ and $n=n_s$, gives 10 V. Since $\nu$ is about four times $\omega$, this voltage is mostly resistive and lies nearly a quarter period from the capacitive sheath voltages; its smaller inductive part opposes them. It therefore changes the external voltage amplitude by only a few volts. It does not enter (1), which uses only the common current.

## 9. Use in a real reactor

The pressure, frequency, density and sheath widths of the example lie in the range of capacitive argon processing plasmas. An area ratio of 1.5 is modest: grounded chamber walls can make the effective ratio much larger. Equal edge density is the assumption most exposed to reactor geometry, because plasma density generally varies between the wafer and the walls. If the edge density at electrode b is 20% lower, with edge speed and current fixed, $V_b$ rises to 187 V. The voltage ratio falls to 2.20, and an exponent inferred from areas alone would be 1.95. A mean free path 10% longer at b gives 157 V and an apparent exponent of 2.38. Local values of $J_i$ and $\lambda$ should therefore be used in (11) when they are known.

Large area ratios also limit the law. Keep the powered sheath at 413 V and enlarge the grounded area. Equation (1) brings $V_b$ down to the 14 V floating drop when $A_b/A_a=(413/14)^{2/5}\approx3.9$. Well before that ratio, the condition $V_b\gg T_e$ weakens and the grounded sheath becomes too thin for $\lambda\ll s_b$. The powered sheath can still be treated with (7) and (8), but the grounded one needs a model with finite electron temperature and ion inertia. The remaining values are in the numerical output.

## Calculated quantities

```
Pressure: 100 mTorr
Gas temperature: 300 K
Ion collision cross-section: 1.0e-14 cm2
Ion mass: 39.95 u
Electron temperature: 3.0 eV
Edge density: 5.0e+09 cm-3
Frequency: 13.56 MHz
Rf current amplitude: 2.2 A
Areas a, b: 200, 300 cm2
Gas density: 3.219e+15 cm-3
Ion mean free path: 0.311 mm
Edge (Bohm) speed: 2.69 km/s
Ion current density: 0.2156 mA/cm2
Rf current density a, b: 11.00, 7.33 mA/cm2
Field amplitude E0 a, b: 1.458, 0.972 kV/cm
Integrals S, P, R: 1.9486, 3.1528, 4.0332
Sheath-law coefficient K: 1.6781
Current coefficient, mean voltage: 1.9417
Current coefficient, rf voltage: 1.5178
Drift speed Monte Carlo, formula: 5.982, 5.989 km/s
Sheath width a, b (formula): 5.494, 2.990 mm
Sheath width a, b (solver): 5.494, 2.990 mm
Mean voltage a, b (formula): 412.6, 149.7 V
Mean voltage a, b (solver): 412.6, 149.7 V
Rf amplitude V1 a, b (solver): 527.8, 191.5 V
Area ratio b/a: 1.50
Voltage ratio a/b (solver): 2.756
Area ratio to the power 5/2: 2.756
Self-bias of electrode a: -262.8 V
Area exponent, mean voltage: 2.5000
Area exponent, rf voltage: 2.5000
Exponent, momentum equation, short path: 2.500
Exponent, momentum equation, long path: 4.000
Width / mean free path a, b: 17.7, 9.6
Drift speed at electrode a, b: 8.35, 6.81 km/s
With entry speed, V a, b: 413.6, 150.7 V
With entry speed, exponent: 2.491
With entry speed and inertia, V a, b: 407.1, 146.6 V
With entry speed and inertia, exponent: 2.520
With entry speed and inertia, self-bias: -260.5 V
Floating drop (upper estimate): 14.0 V
Exponent with floating drop added to both: 2.361
Debye length at edge: 0.182 mm
Ion plasma frequency / rf frequency: 0.173
Ion / rf current density a, b: 0.020, 0.029
Electron collision coefficient: 1.0e-07 cm3/s
Bulk length: 4.0 cm
Bulk voltage amplitude (area a, edge density): 10.4 V
V_b with edge density 20% lower at b: 187.1 V
Apparent exponent in that case: 1.950
V_b with mean free path 10% longer at b: 157.0 V
Apparent exponent for longer path: 2.382
```
